# The magnetic force theorem for uniaxial anisotropy and its conditions

## Result

Let a magnet be magnetised along a symmetry axis $u$, and let $\xi$ measure the strength of spin-orbit coupling. Converge the electronic structure once without this coupling, keep the resulting potential, add the coupling, and fill the new levels. Call the band free energy so obtained $B_u$. The self-consistent free energies along two axes then satisfy

$$E_{u_1}-E_{u_2}=B_{u_1}-B_{u_2}+R_{u_1}-R_{u_2}, \tag{1}$$

where $R_u$ is quadratic in the densities induced by the coupling.

**Theorem.** Under assumptions A1 to A4 below, $R_u=O(\xi^4)$ if the interaction energy depends only on the charge density and on the spin density along $u$. A uniaxial anisotropy, which starts at $\xi^2$, is then given to leading order by the band-energy difference in the common potential. If the interaction energy also contains transverse spin density or orbital moments, $R_u$ is in general $O(\xi^2)$, the same order as the anisotropy.

Stationarity of the total energy makes $R_u$ quadratic. It does not by itself make $R_u$ negligible, because a density change of order $\xi$ would give $R_u\sim\xi^2$. The second ingredient is a symmetry that removes the first-order change.

## Setting and assumptions

Let $\gamma$ be the one-electron density matrix, with fixed electron number $N$ and electronic temperature $T$. The free energy is

$$E_u[\gamma]=\mathrm{Tr}\,(h+\xi W_u)\gamma-TS[\gamma]+F[q],\qquad q_k=\mathrm{Tr}\,O_k\gamma, \tag{2}$$

where $h$ is the spin-independent one-electron part and the $q_k$ are the densities on which the interaction energy $F$ depends. The spin axes $e_1,e_2,e_3=u$ turn with the magnetisation, so that

$$W_u=\mathbf L\cdot\mathbf S=\tfrac12\left[(\mathbf L\cdot e_1)\sigma_1+(\mathbf L\cdot e_2)\sigma_2+(\mathbf L\cdot u)\sigma_3\right]. \tag{3}$$

In this frame a rotation of the magnetisation changes $W_u$ and nothing else.

- **A1.** Without coupling there is a collinear self-consistent state $\gamma_0$ with densities $q^0$, potential $V_0=\sum_k v_kO_k$, $v_k=\partial F/\partial q_k|_{q^0}$, and Hamiltonian $H_0=h+V_0$. In real orbitals $H_0(-\mathbf k)=H_0(\mathbf k)^*$.
- **A2.** $u$ is a twofold axis, or the normal of a mirror plane, which acts on spin and orbital moments in the same way; the mirror case covers the in-plane direction at an interface, where no in-plane twofold axis exists. States are compared within the sector invariant under this operation on space and spin together. The operation reverses the total transverse moment, which therefore vanishes in the sector.
- **A3.** The self-consistent state is the minimum in that sector and goes smoothly to $\gamma_0$ as $\xi\to0$.
- **A4.** $\xi$ is small enough for an expansion in $\xi$. In a metal the smearing $k_BT$ guards against near-degenerate levels at the Fermi energy.

If $F$ contains the full spin vector, a general direction feels a torque, the state is not stationary, and a constraining field would have to be added to (2). If $F$ contains only the charge density and the spin density along $u$, it fixes the spin axis itself; no constraint is needed, and the collinear result below does not use A2.

## Lemma 1: identity and bounds

Define $\Delta(\delta q)=F[q^0+\delta q]-F[q^0]-\sum_kv_k\delta q_k$, which has no linear term. Let $\tilde\gamma$ be the one-shot state and $\delta\tilde q$ its density change. Then

$$E_u-E_0=B_u-B_0+R_u,\qquad \Delta(\delta q_{\rm sc})\le R_u\le\Delta(\delta\tilde q). \tag{4}$$

*Proof.* Insert $F=F[q^0]+\sum_kv_k(q_k-q_k^0)+\Delta$ into (2). Since $\sum_kv_kq_k=\mathrm{Tr}\,V_0\gamma$,

$$E_u[\gamma]=G_u[\gamma]+C+\Delta,\quad G_u[\gamma]=\mathrm{Tr}\,(H_0+\xi W_u)\gamma-TS,\quad C=F[q^0]-\sum_kv_kq^0_k. \tag{5}$$

The constant $C$ is the double-counting term. It does not depend on $u$.

The minimum of $G_u$ at fixed $N$ is reached by Fermi filling. Indeed $\tilde\gamma$ obeys $H_0+\xi W_u-\mu=k_BT\ln[(1-\tilde\gamma)/\tilde\gamma]$, and substituting this gives

$$G_u[\gamma]-G_u[\tilde\gamma]=k_BT\,\mathrm{Tr}\left[\gamma(\ln\gamma-\ln\tilde\gamma)+(1-\gamma)(\ln(1-\gamma)-\ln(1-\tilde\gamma))\right]\ge0,$$

a relative entropy, non-negative by convexity. Hence $\min G_u=B_u$. At $\xi=0$ the minimiser is $\gamma_0$, where $\Delta=0$, so $E_0=B_0+C$.

For the self-consistent state, (5) gives $E_u\ge B_u+C+\Delta(\delta q_{\rm sc})$. The one-shot state lies in the same symmetry sector, so by A3 $E_u\le E_u[\tilde\gamma]=B_u+C+\Delta(\delta\tilde q)$. Subtracting $E_0$ gives (4). $\square$

## Lemma 2: what responds at first order

To first order in $\xi$, the charge density and the longitudinal spin density do not change. Transverse spin density and orbital moment in general do.

*Proof.* Let $a,b$ label eigenstates of $H_0$ with energies $\varepsilon$ and occupations $f$. The filled state commutes with its Hamiltonian. The first-order part of $[H_0+\xi W,\gamma_0+\delta\gamma]=0$ is $(\varepsilon_a-\varepsilon_b)\delta\gamma_{ab}+\xi W_{ab}(f_b-f_a)=0$, so

$$\delta\gamma_{ab}=\xi\,\varphi_{ab}W_{ab},\qquad \varphi_{ab}=\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}, \tag{6}$$

with $\varphi_{ab}=f'(\varepsilon_a)$ for equal energies. No shift of chemical potential enters at this order: at fixed $\mu$ it would have to compensate $\xi\sum_af'_aW_{aa}$, and the expectation value of $\mathbf L\cdot u$ has opposite signs at $\mathbf k$ and $-\mathbf k$.

Consider the spin-diagonal block on one atom, with orbital coefficients $c_{i\mu}$. Up to the factor $\pm\xi/2$, the contribution of $\mathbf k$ is

$$X_{\mu\nu}(\mathbf k)=\sum_{ij}\varphi_{ij}\,c_{i\mu}\,\big(c_i^\dagger(\mathbf L\cdot u)c_j\big)\,c_{j\nu}^*.$$

At $-\mathbf k$ the coefficients are conjugated. In real orbitals $\mathbf L^*=-\mathbf L$, so $X(-\mathbf k)=-X(\mathbf k)^*$, and the pair adds up to an imaginary matrix. Being Hermitian, it is antisymmetric. A density is its contraction with the real symmetric products $\phi_\mu\phi_\nu$ of orbitals, which gives zero. Its contraction with the antisymmetric $\mathbf L$ gives the orbital moment, which need not vanish.

In the spin-flip block, $\varphi_{i\uparrow,j\downarrow}$ differs in general from $\varphi_{j\uparrow,i\downarrow}$. The antisymmetry is lost and a transverse spin density can survive, although its integral vanishes by A2. $\square$

A limit shows where this density comes from. If every spin-flip pair had the same $\varphi$, completeness of the $c_i$ would reduce the block to a multiple of $L_{\mu\nu}$, which is antisymmetric, and the transverse density would vanish. Since $\varphi$ depends only on the two energies, the transverse density needs levels of the same spin that differ in energy, for example through dispersion or a crystal field.

## Proof of the theorem

Since $\Delta$ starts quadratically, (4) makes $R_u$ of second order in the density changes. With charge and longitudinal spin density alone, Lemma 2 gives $\delta q=O(\xi^2)$, both one-shot and self-consistent, because the first-order source is zero. Hence $R_u=O(\xi^4)$. With transverse spin density or orbital moment in $F$, $\delta q=O(\xi)$ and $R_u=O(\xi^2)$, unless a further symmetry removes the coefficient.

It remains to find the order of $B_u$. Stationarity of $G_u$ gives $dB_u/d\xi=\mathrm{Tr}\,W_u\tilde\gamma$. The zeroth-order part vanishes by the pairing of $\mathbf k$ with $-\mathbf k$. Inserting (6) and integrating over $\xi$,

$$B_u-B_0=\frac{\xi^2}{2}\sum_{ab}\varphi_{ab}|W_{ab}|^2+O(\xi^3). \tag{7}$$

An anisotropy of order $\xi^2$ is thus carried by $B_u$ when $R_u=O(\xi^4)$. The $\xi^3$ term is carried by $B_u$ as well. $\square$

**Remark on cubic crystals.** The spin-conserving part of (7) is quadratic in $u$. In the spin-flip part, the cross terms between $\mathbf L\cdot e_1$ and $\mathbf L\cdot e_2$ cancel between $\mathbf k$ and $-\mathbf k$, leaving a sum over $e_1$ and $e_2$, which equals a constant minus a quadratic form in $u$. Cubic symmetry makes such forms isotropic. The second-order anisotropy then vanishes, and a remainder of order $\xi^4$ is no longer guaranteed to be small beside what is left. The theorem's statement about the anisotropy therefore needs a difference that really starts at $\xi^2$, as it does in general between the axis and the plane of a uniaxial crystal.

## Size of the remainder

Let $F$ be quadratic with kernel $K$, so $\Delta(x)=\frac12x^TKx$, and write $x=\delta q$, $\tilde x=\delta\tilde q$. Near the one-shot state, the lowest $G_u$ compatible with a given $x$ is $B_u+\frac12(x-\tilde x)^TA(x-\tilde x)$, where $A$ is positive and $A^{-1}$ is the bare susceptibility. Minimising the sum with $\Delta$ gives $A(x-\tilde x)=-Kx$. At the minimum the first term equals $-\frac12(x-\tilde x)^TKx$, so

$$R_u=-\tfrac12(x-\tilde x)^TKx+\tfrac12x^TKx=\tfrac12\,\tilde x^TKx,\qquad x=(1+A^{-1}K)^{-1}\tilde x, \tag{8}$$

to leading order. This requires $A+K$ to be positive within the symmetry sector.

For an orbital polarisation energy $-\frac b2\langle\mathbf L\rangle^2$ we have $K=-b$ and $A^{-1}=\chi_L$, the orbital susceptibility along $u$. Then

$$R_u^{\rm orb}=-\frac b2\,\frac{\tilde L^2}{1-b\chi_L}, \tag{9}$$

with $\tilde L$ the one-shot orbital moment. As $b\chi_L\to1$ the moment runs away, and beyond that point A3 fails.

## Why the potential must be common

Suppose each direction is converged separately and only the band free energies $B_u^{\rm sc}$ are compared. For quadratic $F$, $\sum_kq_k\,\partial F/\partial q_k=2F$, so removing the double counting gives $E_u=B_u^{\rm sc}-F[q_{\rm sc}]$ and $E_0=B_0-F[q^0]$. Therefore

$$(B_u^{\rm sc}-B_0)-(E_u-E_0)=F[q_{\rm sc}]-F[q^0]=\sum_kv_k\delta q_k+\Delta(\delta q). \tag{10}$$

This error is linear in $\delta q$, hence of order $\xi^2$ even for a collinear functional. The common potential removes that linear term.

## Worked example: a d-electron monolayer

The example is a square monolayer with rough parameters in the regime of the iron layer at an iron/MgO memory interface: seven d electrons per atom, lattice constant 0.287 nm, and nearest-neighbour hopping $-0.40$, $0.25$ and $-0.04$ eV for σ, π and δ bonds. Second-neighbour hopping is smaller by a factor $2^{5/2}$. The $z^2$ level is raised by 0.5 eV, $\xi=0.05$ eV, and the smearing is 0.1 eV. The interaction is a contact mean field of strength $I=0.9$ eV acting on the angular densities of the d shell,

$$F=\frac I4\,4\pi\!\int\! d\Omega\,\left[n(\Omega)^2-|\mathbf m(\Omega)|^2\right].$$

The collinear version keeps only $m_u$, the vector version keeps all of $\mathbf m$, and the orbital version adds $-\frac b2\langle\mathbf L\rangle^2$ with $b=0.02$ eV, a value chosen small enough to keep the reference state stable and not fitted to iron. All three share one reference potential, with a spin moment of 3.00 Bohr magnetons: the majority shell is full.

**Orders.** Comparing $\xi=0.01$ and $0.02$ eV, the induced longitudinal, transverse and orbital parts grow with powers 1.99, 1.01 and 1.00. The remainder grows with power 3.98 in the collinear version, 2.03 in the vector version and 1.995 in the orbital version. The error (10) grows with power 1.99.

**Anisotropy.** The one-shot band energies change by $-4.806$ meV along $x$ and $-5.892$ meV along $z$. Hence

$$B_x-B_z=-4.806+5.892=1.086\ \text{meV per atom},$$

and the easy axis is perpendicular to the layer. The self-consistent values, all at $\xi=0.05$ eV, are:

| Interaction | $E_x-E_z$ (meV) | One-shot error, relative to it |
|---|---:|---:|
| collinear | 1.086 | 0.05 % |
| vector spin | 1.101 | 1.4 % |
| with orbital term | 1.529 | 29 % |

Separately converged collinear band sums give 0.797 meV, which is 27 % too low. The second-order sum (7) gives 1.121 meV, so higher orders in $\xi$ matter at the 3 % level. The one-shot calculation contains most of them, as its much smaller collinear error shows. The size of that error belongs to this model: $n^2-m_u^2=4n_\uparrow n_\downarrow$ couples only opposite spins, and the majority shell is full. Adding a charge term $\frac U2\,4\pi\!\int\! d\Omega\,n^2$ with $U=0.5$ eV raises the collinear error to about 0.5 %.

**Where the anisotropy comes from.** A full majority shell has no spin-conserving response. For minority electrons the spin-conserving part of $\xi W_u$ is $-\frac\xi2\mathbf L\cdot u$, so its second-order energy is $-\frac12\chi_L(\xi/2)^2$. With $\chi_L=8.10$ along $x$ and $10.82\ \hbar^2$/eV along $z$, the difference is

$$\frac{(0.05)^2}{8}\,(10.82-8.10)\ \text{eV}\approx0.85\ \text{meV}.$$

The other 0.27 meV of the second-order value comes from spin-flip terms. The layer prefers the axis along which its orbital moment is larger.

**The orbital correction.** The one-shot moments are 0.201 $\hbar$ along $x$ and 0.267 $\hbar$ along $z$. For $z$, $b\chi_L=0.216$, and (9) gives

$$R_z^{\rm orb}=-\frac{0.02}{2}\,\frac{0.267^2}{1-0.216}\ \text{eV}\approx-0.91\ \text{meV}.$$

Adding the transverse-spin remainder of $-0.04$ meV gives $-0.95$ meV, in agreement with the self-consistent $-0.947$ meV. The two parts add at this order because an orbital field conserves spin in the collinear reference and a transverse field flips it.

With $b=0.1$ eV the feedback along $z$ is $b\chi_L=1.08>1$. At $\xi=0.01$ eV the one-shot moment is 0.054 $\hbar$, but the self-consistent one is 1.13 $\hbar$. The small-response state is lost, and the theorem no longer applies.

## Beside a real memory layer

The one-shot value corresponds to 2.1 mJ/m², the same order as the roughly 1 mJ/m² found at good iron-based/MgO interfaces. This is no confirmation, since the parameters are rough and the model omits s and p electrons and explicit oxygen orbitals. Its moment of 3 Bohr magnetons is also well above that of bulk iron, roughly 2.2. For a 20 nm disc of this single layer, reversing as one unit, 3814 atoms give an energy of 160 $k_BT$ at 300 K. The one-shot error on it is below 0.1 $k_BT$ in the collinear version, 2.3 $k_BT$ with vector spin and 65 $k_BT$ with the orbital term.

Among the inputs varied here, the electronic smearing moves the one-shot value most. With the potential held fixed and a 96 × 96 mesh, lowering the smearing from 0.1 eV to the 300 K value raises the anisotropy from 1.09 to 2.09 meV. The headline number therefore belongs to its smearing and is not a room-temperature prediction. The remainders depend on the smearing too: converged at 300 K, the one-shot errors are about 0.05 %, 0.9 % and 34 %, the last being about 1.07 meV. At 0.1 eV the mesh itself is harmless: 24 × 24 and 96 × 96 points agree to about $10^{-5}$ meV.

Raising the $z^2$ level by a further 0.1 eV, with the reference converged again, gives 1.32 meV. Dipolar shape anisotropy contributes $-0.14$ meV and favours the plane. If heating to 300 K removed 10 % of the magnetisation and the anisotropy followed its cube, 27 % would be lost. In this example these effects exceed the force-theorem error of the collinear and vector versions, but the error with the orbital term, 0.44 meV at 0.1 eV smearing and about 1.07 meV at 300 K, is larger than the level shift, the shape term and the thermal loss, and at 300 K it is as large as the smearing shift itself. The numerical output below lists the individual values.

## Numbers as computed

```
d electrons per atom: 7.0
lattice constant: 0.287 nm
hopping sigma, pi, delta: -0.40, 0.25, -0.04 eV
z2 level shift: 0.50 eV
contact (Stoner) parameter: 0.90 eV
orbital polarisation parameter: 0.02 eV
spin-orbit constant: 0.050 eV
smearing kT: 0.100 eV; mesh: 24 x 24
spin moment without spin-orbit: 3.0000 Bohr magnetons
slope of band energy with z2 probe: 1.12678
slope of total energy with z2 probe: -2.9e-07
orbital susceptibility along x: 8.0972 hbar^2/eV
orbital susceptibility along z: 10.8218 hbar^2/eV
<Lz> at xi = 0.01 eV, one-shot: 0.0540 hbar
<Lz> same, orbital term 0.1 eV: 1.1322 hbar
order in xi, induced longitudinal part: 1.992
order in xi, induced transverse part: 1.014
order in xi, induced orbital part: 0.997
order in xi, remainder R, collinear: 3.979
order in xi, remainder R, vector: 2.026
order in xi, remainder R, orbital: 1.995
order in xi, error of separate band sums: 1.991
one-shot <L> along u = x: 0.20072 hbar
band energy change, u = x: -4.80578 meV
R, u = x, collinear: 0.000004 meV
R, u = x, vector: -0.024247 meV
R, u = x, orbital: -0.503745 meV
one-shot <L> along u = z: 0.26685 hbar
band energy change, u = z: -5.89152 meV
R, u = z, collinear: -0.000535 meV
R, u = z, vector: -0.039858 meV
R, u = z, orbital: -0.946751 meV
anisotropy, one-shot bands: 1.08573 meV/atom
anisotropy, second-order pair sum: 1.12096 meV/atom
anisotropy, self-consistent collinear: 1.08627 meV/atom
anisotropy, self-consistent vector: 1.10135 meV/atom
anisotropy, self-consistent orbital: 1.52874 meV/atom
anisotropy, separate band sums: 0.79673 meV/atom
one-shot anisotropy per area: 2.1119 mJ/m2
one-shot, 20 nm disc: 160.18 kT at 300 K
theorem error on disc, collinear: -0.079 kT
theorem error on disc, vector: -2.303 kT
theorem error on disc, orbital: -65.358 kT
one-shot, 96 x 96 mesh: 1.08574 meV/atom
one-shot, 96 x 96 mesh, 300 K electrons: 2.08819 meV/atom
one-shot, z2 level 0.1 eV higher: 1.32120 meV/atom
dipolar shape term E(x)-E(z): -0.13847 meV/atom
assumed moment loss at 300 K: 10 %
anisotropy loss by cubic law: 27.1 %
```
